# Purging unbound precursor from a polymer film open on one face

## The situation

A polymer film of thickness $L$ lies on an impermeable substrate. It has been soaked in precursor vapour until the mobile, unbound precursor has the same concentration $c_0$ everywhere. At $t=0$ the vapour is replaced by purge gas. Let $x$ run from the open face, $x=0$, to the sealed face, $x=L$. The film is much wider than it is thick, so diffusion is one-dimensional.

Unless a part says otherwise, the diffusivity $D$ and the thickness are constant, the open face is held at zero concentration, and no precursor binds or is released during the purge. Precursor already bound permanently is not counted. The purge time $t_{99}$ is the time at which 1 percent of the initial amount of unbound precursor remains in the whole film.

For numbers, take a film of poly(methyl methacrylate), PMMA, infiltrated with trimethylaluminium near 90 °C, with $L=200$ nm and $D=1.0\times10^{-11}$ cm²/s. These are round values for a rough estimate.

## Part (a): the scale of the purge time

**Question.** Write down the equation and conditions for the concentration $c(x,t)$. Show that every purge time is a pure number times $L^2/D$.

**Model answer.** The flux towards increasing $x$ is $J=-D\,\partial c/\partial x$. Conservation requires $\partial c/\partial t=-\partial J/\partial x$, so for constant $D$

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(0,t)=0,\qquad \frac{\partial c}{\partial x}(L,t)=0,\qquad c(x,0)=c_0 .$$

The second boundary condition says that no precursor enters the substrate. Put $u=c/c_0$, $s=x/L$ and $\tau=Dt/L^2$. The left side becomes $(c_0D/L^2)\,u_\tau$ and the right side $(c_0D/L^2)\,u_{ss}$, where subscripts denote derivatives. The common factor cancels:

$$u_\tau=u_{ss},\qquad u(0,\tau)=0,\qquad u_s(1,\tau)=0,\qquad u(s,0)=1 .$$

No parameter is left. A given remaining fraction is therefore reached at a fixed number $\tau$, and $t=\tau L^2/D$. The initial concentration $c_0$ has no influence, because the equation is linear.

## Part (b): the fraction remaining

**Question.** Find the fraction $f(\tau)=\int_0^1u\,ds$ of the precursor still in the film.

**Model answer.** Try $u=S(s)T(\tau)$. Then $T'/T=S''/S=\kappa$, a constant. Multiply $S''=\kappa S$ by $S$ and integrate by parts. The boundary term $SS'$ vanishes at both ends, which leaves

$$\kappa\int_0^1S^2ds=-\int_0^1S'^2ds .$$

Thus $\kappa$ is negative; $\kappa=0$ would need a constant $S$, which the open face forces to zero. Write $\kappa=-q^2$. The condition at $s=0$ selects $S=\sin qs$, and the condition at $s=1$ gives $\cos q=0$:

$$q_n=\left(n+\tfrac12\right)\pi,\qquad n=0,1,2,\ldots$$

Each mode decays as $e^{-q_n^2\tau}$. For $m\neq n$,

$$\int_0^1\sin q_ms\,\sin q_ns\,ds=\frac12\left[\frac{\sin(q_m-q_n)}{q_m-q_n}-\frac{\sin(q_m+q_n)}{q_m+q_n}\right]=0,$$

because $q_m-q_n$ and $q_m+q_n$ are both integer multiples of $\pi$. For $m=n$ the integral is $\frac12-\sin(2q_n)/(4q_n)=\frac12$.

These modes suffice to represent the load. Reflect the film about $s=1$ and use the ordinary sine series on $0<s<2$, whose members are $\sin(k\pi s/2)$. Those with even $k$ are odd about $s=1$ and drop out; those with odd $k$ are the modes above.

The coefficient of mode $n$ in the initial load $u=1$ is

$$a_n=2\int_0^1\sin q_ns\,ds=\frac{2(1-\cos q_n)}{q_n}=\frac2{q_n}.$$

The mean of the mode over the film is $1/q_n$, so

$$f(\tau)=\sum_{n=0}^{\infty}\frac{2}{q_n^2}e^{-q_n^2\tau}
=\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}\,e^{-(2n+1)^2\pi^2\tau/4}.$$

The weights $2/q_n^2$ add up to 1, since Parseval's relation for the initial load reads $1=\int_0^11^2ds=\sum a_n^2/2$. The first weight is $8/\pi^2=0.8106$.

## Part (c): the 99 percent purge

**Question.** Show that $t_{99}\approx1.78\,L^2/D$, and justify any truncation of the series.

**Model answer.** Every term of $f$ is positive and decreasing, so $f$ falls steadily from 1 towards 0 and crosses 0.01 once. Keep the first term:

$$\frac8{\pi^2}e^{-\pi^2\tau/4}=0.01
\quad\Longrightarrow\quad e^{\pi^2\tau/4}=\frac{800}{\pi^2}
\quad\Longrightarrow\quad \tau_{99}=\frac4{\pi^2}\ln\frac{800}{\pi^2}.$$

With $\ln(800/\pi^2)=4.3952$, this is $\tau_{99}=1.7813$, and hence

$$t_{99}=\frac4{\pi^2}\ln\!\left(\frac{800}{\pi^2}\right)\frac{L^2}{D}\approx1.78\,\frac{L^2}{D}.$$

The omitted modes have total weight $1-8/\pi^2$, and each decays at least as fast as the mode $n=1$. Their sum $\rho$ therefore obeys

$$0<\rho\le\left(1-\frac8{\pi^2}\right)e^{-9\pi^2\tau/4},$$

which is $1.3\times10^{-18}$ at $\tau_{99}$. The full series there equals $0.01+\rho$. Since all modes decay at least as fast as the first, a further delay $\delta$ multiplies $f$ by at most $e^{-\pi^2\delta/4}$. The true crossing is thus later by at most $(4/\pi^2)\ln(1+\rho/0.01)$, less than $10^{-16}$ in $\tau$.

A finite-volume solution of the conservation law, with 200 cells and no use of the modes, also gives 1.7813 for the example film.

## Part (d): reading the result

**Question.** Evaluate the purge time for the PMMA film. How do the times for other degrees of removal compare? What is the concentration at the sealed face at $t_{99}$, and what would change if both faces were open? Is a soak of 300 s long enough to justify the uniform initial load?

**Model answer.** In nanometres, $D=1000$ nm²/s, so $L^2/D=(200)^2/1000=40$ s and

$$t_{99}=1.7813\times40\ \text{s}\approx71\ \text{s}\quad(1.2\ \text{min}).$$

The full series gives these times:

| Removed | $Dt/L^2$ | Time (s) |
|---|---:|---:|
| 50 % | 0.197 | 7.9 |
| 90 % | 0.848 | 33.9 |
| 99 % | 1.781 | 71.3 |
| 99.9 % | 2.715 | 108.6 |

Once the first mode dominates, each further factor of ten costs $(4/\pi^2)\ln10=0.933$ in $\tau$, or 37 s here. A late halving costs $(4/\pi^2)\ln2=0.281$ in $\tau$, or 11.2 s. The first halving takes only 7.9 s, because the initial load also contains the higher modes, which decay faster.

At $s=1$ the first mode contributes $a_0e^{-q_0^2\tau}=(4/\pi)e^{-\pi^2\tau/4}$. Its ratio to the mean is $(4/\pi)/(8/\pi^2)=\pi/2$. When 1 percent remains on average, the sealed face still holds 1.57 percent of its initial concentration. A requirement on the deepest point is therefore stricter than one on the total.

If both faces were open, symmetry would make the flux vanish at the midplane. Each half would be a film of thickness $L/2$ open on one face, and the time would fall to a quarter, 17.8 s. The length in the result of part (c) is thus the full thickness of a film sealed on one side.

During the soak, with the surface held at $c_0$, the deficit $1-u$ obeys the same equation and conditions as the purge. At the sealed face its late form is $(4/\pi)e^{-\lambda t}$, with

$$\lambda=\frac{\pi^2D}{4L^2}=0.0617\ \text{s}^{-1}.$$

After 300 s the deficit is $1.2\times10^{-8}$. The load is uniform as far as diffusion with constant $D$ is concerned. Binding during the soak is not included in this estimate. Fast reversible binding would slow the loading. Irreversible binding at a constant rate $k_r$ would leave a gradient that lasts while most binding sites are still free: the steady balance $D\,c''=k_rc$ puts the free concentration at the sealed face below that at the surface by the fraction $1-1/\cosh(L\sqrt{k_r/D})$, which is 2 percent for $k_r=10^{-3}$ s⁻¹.

## Part (e): removal limited by the purge flow

**Question.** The film covers $A=78.5$ cm², and 100 sccm of purge gas flows through a well-mixed chamber at 1 Torr and 363 K. Suppose that the loading $c_0=10^{21}$ cm⁻³ was in equilibrium with precursor vapour at 1 Torr, and that film and gas concentrations at the surface stay proportional. Does the flow hold the surface close enough to zero? Treat also the opposite limit of very weak removal.

**Model answer.** At chamber conditions the volume flow is

$$Q=\frac{100}{60}\times760\times\frac{363.15}{273.15}\approx1684\ \text{cm}^3/\text{s}.$$

The vapour density at 1 Torr is $p/k_BT=2.66\times10^{16}$ cm⁻³, so the film-to-gas concentration ratio is $K=3.76\times10^4$. Neglect storage in the gas for the moment. The precursor leaving the film equals that carried away, $A\,|J|=Q\,c(0)/K$, so $|J|=h\,c(0)$ with

$$h=\frac{Q}{AK}=\frac{1684}{78.5\times3.76\times10^4}\ \text{cm/s}\approx5.7\times10^3\ \text{nm/s}.$$

Since $|J|=D\,\partial c/\partial x$ at the open face, the boundary condition becomes

$$u_s(0,\tau)=B\,u(0,\tau),\qquad B=\frac{hL}{D}=\frac{5702\times200}{1000}\approx1140 .$$

A mode with no flux at $s=1$ is $S=\cos\beta(1-s)$. At $s=0$ its slope is $\beta\sin\beta$ and its value $\cos\beta$, hence $\beta\tan\beta=B$. Two such modes are orthogonal, because

$$(\beta_m^2-\beta_n^2)\int_0^1S_mS_n\,ds=\big[S_mS_n'-S_nS_m'\big]_0^1=0:$$

the slopes vanish at $s=1$, and $S'=BS$ for both modes at $s=0$. Projecting $u=1$ on the slowest mode and averaging over the film gives its share of the load,

$$w=\frac{\left(\int_0^1S\,ds\right)^2}{\int_0^1S^2ds}=\frac{(\sin\beta/\beta)^2}{\frac12+\sin(2\beta)/(4\beta)},
\qquad t_{99}=\frac{L^2}{D}\,\frac{\ln(100\,w)}{\beta^2}.$$

The next root exceeds $\pi$, so the other modes contribute less than $(1-w)e^{-\pi^2\tau}$, below $10^{-8}$ at the crossing. For $B=1140$ one finds $\beta=1.56942$ and $w=0.81128$, and $t_{99}=71.4$ s. The flow limit adds about 0.2 percent. Finite-volume solutions with this boundary condition agree with the formula within 0.01 percent for $B=1140$, 50 and 5.

For large $B$, put $\beta=\pi/2-\epsilon$. Then $\tan\beta\approx1/\epsilon$ gives $\epsilon\approx\pi/(2B)$, so $1/\beta^2\approx(4/\pi^2)(1+2/B)$. In the denominator of $w$, $\sin2\beta\approx\pi/B$ makes the bracket $\frac12(1+1/B)$. Together, $w\approx(8/\pi^2)(1+1/B)$. Weak surface resistance slows the decay and also raises the share of the slowest mode; both lengthen the purge.

For $B\ll1$, $\tan\beta\approx\beta$ gives $\beta^2\approx B$ and $w\to1$. Then

$$t_{99}\to\frac{L^2}{D}\frac{\ln100}{B}=\frac{L}{h}\ln100 .$$

The film is nearly uniform inside, the time grows as $L$ instead of $L^2$, and $D$ drops out. The result of part (c) requires $B\gg1$.

## Part (f): imperfect gas and binding during the purge

**Question.** Treat separately (i) residual precursor that holds the surface at $u=r=0.001$, (ii) a chamber of 1000 cm³ that clears exponentially, and (iii) irreversible binding of free precursor at a rate $k_r=10^{-3}$ s⁻¹.

**Model answer.** (i) The quantity $v=(u-r)/(1-r)$ satisfies the problem of part (a). The remaining fraction is $r+(1-r)f$. Setting it to 0.01 requires $f=(0.01-r)/(1-r)$, and so

$$t_{99}=\frac1\lambda\ln\frac{8(1-r)}{\pi^2(0.01-r)}=72.9\ \text{s}.$$

The time diverges as $r\to0.01$: with 1 percent of the dosing concentration held at the surface, no finite purge reaches the target.

(ii) The clearing time is $t_c=V/Q=1000/1684=0.59$ s, and the surface follows $u(0,t)=e^{-t/t_c}$. Multiply $u_\tau=u_{ss}$ by $\sin q_0s$ and integrate twice by parts. The open face now leaves a term $q_0u(0,\tau)$. For $a=q_0\int_0^1u\sin q_0s\,ds$, which starts at 1, this gives in real time

$$\frac{da}{dt}=-\lambda a+\lambda e^{-t/t_c},\qquad
a=\frac{e^{-\lambda t}-\lambda t_c\,e^{-t/t_c}}{1-\lambda t_c}.$$

Terms in $e^{-t/t_c}$ have died out long before 70 s. What remains is $e^{-\lambda(t-\Delta)}$, with the delay $\Delta=-\ln(1-\lambda t_c)/\lambda$. For $\lambda t_c\ll1$ this is close to $t_c$. The purge takes 71.9 s.

(iii) The equation gains a term $-k_rc$. If $c_1$ solves the original problem, $c=e^{-k_rt}c_1$ solves the new one with the same boundary conditions. The rates add:

$$t_{99}=\frac{\ln(800/\pi^2)}{\lambda+k_r}=\frac{4.3952}{0.0617+0.0010}\approx70\ \text{s}.$$

The time is shorter because precursor that binds is no longer unbound, although it stays in the film.

## Part (g): when the estimate fails

**Question.** Estimate the effect of reversible adducts, of a diffusivity that falls as the film empties, of swelling and of a temperature error. Which assumptions matter most for the real film?

**Model answer.** Trimethylaluminium can attach reversibly to the carbonyl groups of PMMA. While only a small part of these groups is occupied, the adduct concentration in equilibrium is proportional to that of the free precursor. Write it as $b=Rc$, and let fast exchange maintain the equilibrium. Conservation then reads

$$\frac{\partial(c+b)}{\partial t}=(1+R)\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The effective diffusivity is $D/(1+R)$, and the time is multiplied by $1+R$. For an assumed $R=1$ it becomes 142.5 s. At the loading of part (e), $10^{21}$ cm⁻³, the adduct would then occupy about 14 percent of the roughly $7\times10^{21}$ cm⁻³ carbonyl groups, so the linear law is only approximate and this time is uncertain by several percent. A numerical solution with binding and release rates of 1 s⁻¹ each gives 144.2 s for the free precursor to fall to 1 percent, and 144.7 s if the adduct is counted too; the excess over 142.5 s comes from the finite exchange rate. Slow exchange costs far more: with both rates at 0.01 s⁻¹ the two times are 318 s and 482 s. If $D$ was itself inferred from the rate of uptake or release in the presence of fast exchange, the factor is already in it and must not be applied again. A value obtained from a steady flux through the film and the gradient of the free concentration does not contain the factor.

Suppose next that $D$ is the value in the loaded film and falls linearly with $u$ to $D/3$ in the empty film. The flux law with $D(u)=D(1+2u)/3$ must then be solved numerically, which gives 179 s, or 2.5 times the constant-$D$ result. Near the end $u$ is of order 0.01, so $D(u)$ is within a few percent of $D/3$, and each further factor of ten costs nearly three times the earlier 37 s.

A film that stays 10 percent thicker throughout the purge, at the same $D$, needs $1.1^2$ times as long, 86 s. If $D$ follows an Arrhenius law with an assumed activation energy of 0.6 eV, a film 5 K colder needs 1.31 times as long, 93 s.

An error in $D$ enters $t_{99}$ in inverse proportion. Since $D$ depends on temperature and may depend on the loading, it should be determined under the conditions of the purge. The loading, exchange rates and diffusivity ratio used here are assumptions, not measured properties. A loading of $10^{21}$ cm⁻³ corresponds to about 16 percent by volume of liquid trimethylaluminium, at which constant $D$ and $L$ are doubtful. PMMA at 90 °C is also near or below its glass transition, where slow relaxation of the polymer can make transport depart from Fick's law; no estimate here covers that case. Among the effects estimated here, the assumptions that matter most are constant $D$ and no release from adducts: for the values assumed, giving up either one lengthens the purge by a factor of 2 to 2.5. The gas-side effects each change it by less than 3 percent. These are separate estimates; since the processes can interact, their factors should not simply be multiplied. The result $1.78\,L^2/D$ is a sound design value when transport follows Fick's law, $D$ is known at the purge temperature and hardly changes as the film empties, any adduct exchange is fast and included in that $D$, irreversible binding is slow ($k_r\ll\lambda$), the chamber clears in a time much shorter than $L^2/D$, and the surface is then kept well below 1 percent of its dosing concentration with $B\gg1$. With $h$ taken from the free loading as in part (e), $B=hL/D$ must use the diffusivity of the free precursor, which is $1+R$ times the effective one: for an effective value of 1000 nm²/s and $R=100$, $B$ is 11 instead of 1140 and the purge takes 20 percent longer than the formula gives. If $D$ falls as the film empties, inserting its value for the empty film gives an overestimate: in the example above, $3\times71.3\approx214$ s instead of 179 s. The numerical output below lists the inputs and results.

## Computed values

```
Film thickness L: 200 nm
Diffusivity D: 1.0e-11 cm2/s
Diffusivity D, converted: 1000 nm2/s
L^2/D: 40.00 s
First-mode weight 8/pi^2: 0.8106
Logarithm ln(800/pi^2): 4.3952
t99 D/L^2, formula: 1.7813
t99 D/L^2, simulation: 1.7813
Bound on higher modes at t99: 1.3e-18
Slowest decay rate: 0.0617 1/s
Removed 50.0 percent: t D/L^2 = 0.1967, t = 7.87 s
Removed 90.0 percent: t D/L^2 = 0.8481, t = 33.92 s
Removed 99.0 percent: t D/L^2 = 1.7813, t = 71.25 s
Removed 99.9 percent: t D/L^2 = 2.7145, t = 108.58 s
Cost per further factor ten: 0.9332 L^2/D
t99 in minutes: 1.19 min
Sealed-face u at t99: 1.57 percent
t99 with both faces open, simulation: 17.81 s
D emptied / D loaded, assumed: 0.333
t99 with falling D: 179.4 s, ratio 2.52
Adduct binding and release rates: 1.0, 1.0 1/s
t99 with adducts, simulation: 144.2 s
t99 with adducts, fast-exchange limit: 142.5 s
Irreversible binding rate: 1.0e-03 1/s
t99 with irreversible binding: 70.11 s
Residual surface u: 0.10 percent
t99 with residual precursor: 72.94 s
Temperature: 363.15 K; pressure: 1.0 Torr
Purge flow: 100 sccm, or 1684 cm3/s in the chamber
Chamber volume: 1000 cm3; film area: 78.5 cm2
Chamber clearing time: 0.59 s
t99 with chamber clearing: 71.86 s
Unbound loading: 1.0e+21 cm-3
Gas density at dose pressure: 2.66e+16 cm-3
Film/gas concentration ratio: 3.76e+04
Surface removal coefficient h: 5702 nm/s
Ratio hL/D: 1140
Slowest mode with limited flow: beta = 1.56942, weight = 0.81128
t99 with limited purge flow: 71.39 s
Swelling of thickness: 10 percent
t99 at swollen thickness: 86.2 s
Activation energy of D: 0.6 eV
t99 if 5 K colder: 93.1 s, ratio 1.31
Soak before purge: 300 s
Loading deficit at sealed face after soak: 1.2e-08
```
